\section*{Crank–Nicolson time stepping in PAW: norm, order and phase error}

\section{One amplitude}

Take a single complex amplitude $c(t)$ with overlap $s>0$ and Hamiltonian element $\varepsilon s$, where $\varepsilon$ is real. Hartree atomic units are used, so $\hbar=1$. The equation of motion $i s\,\dot c=\varepsilon s\,c$ has the solution $c(t+h)=e^{-i\varepsilon h}c(t)$. The Crank--Nicolson step of length $h$ is
\begin{equation}
\left(s+\tfrac{i h}{2}\varepsilon s\right)c'=\left(s-\tfrac{i h}{2}\varepsilon s\right)c
\quad\Longrightarrow\quad
c'=\frac{1-i a}{1+i a}\,c,\qquad a=\frac{\varepsilon h}{2}.
\label{eq:one}
\end{equation}
Numerator and denominator are complex conjugates, so the factor has modulus one and $s|c|^2$ is conserved for every $h$. Since $1+ia=\sqrt{1+a^2}\,e^{i\arctan a}$, the factor is $e^{-2i\arctan a}$. The amplitude turns through $2\arctan(\varepsilon h/2)$ instead of $\varepsilon h$: the whole error is in the phase.

The full PAW problem has matrices in place of $s$ and $\varepsilon s$, and its Hamiltonian may change during the step. The norm result survives both changes. The order of accuracy depends on where in the step the Hamiltonian is taken.

\section{Equation of motion and scheme}

In PAW the all-electron orbital is $\psi=T\tilde\psi$, where $T$ adds the difference between all-electron and pseudo partial waves near each nucleus. Let the nuclei be fixed, so that $T$ is constant in time. Inserting $\psi=T\tilde\psi$ in $i\dot\psi=H\psi$ and multiplying by $T^\dagger$ gives
\begin{equation}
i S\,\dot{\tilde\psi}=\tilde H\tilde\psi,\qquad S=T^\dagger T,\qquad \tilde H=T^\dagger H T .
\label{eq:eom}
\end{equation}
If $T$ is invertible this is equivalent to the original equation; otherwise it is its projection onto the range of $T$. The all-electron norm is $\langle\psi|\psi\rangle=\langle\tilde\psi|S|\tilde\psi\rangle$, called the $S$-norm squared below. The plain quantity $\langle\tilde\psi|\tilde\psi\rangle$ has no reason to be constant. Practical PAW codes replace $T^\dagger T$ by the one-centre form $1+\sum_{ij}|p_i\rangle\left(\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle\right)\langle p_j|$, built from all-electron partial waves $\phi_i$, pseudo partial waves $\tilde\phi_i$ and projectors $p_i$, and treat $\tilde H$ likewise. The results below hold for that $S$ as long as it is Hermitian and positive definite, but with a finite set of partial waves its norm is only approximately the all-electron norm.

$S$ and $\tilde H$ are Hermitian. $S$ is positive definite if $T$ is injective, because then $\langle v|S|v\rangle=\|Tv\|^2>0$ for $v\neq0$. The step is
\begin{equation}
\left(S+\tfrac{i h}{2}\tilde H\right)\tilde\psi'=\left(S-\tfrac{i h}{2}\tilde H\right)\tilde\psi ,
\label{eq:cn}
\end{equation}
with one fixed $\tilde H$ on both sides. It always has a unique solution. Suppose $(S+\tfrac{ih}{2}\tilde H)v=0$ and multiply by $\langle v|$. Both expectation values are real, so the real part reads $\langle v|S|v\rangle=0$, and $v=0$.

\section{Conservation of the norm}

Collect the $S$ terms of \eqref{eq:cn} on the left and define $m=(\tilde\psi'+\tilde\psi)/2$:
\begin{equation}
S(\tilde\psi'-\tilde\psi)=-i h\tilde H m .
\label{eq:mid}
\end{equation}
Take two orbitals $a,b$ propagated with the same $\tilde H$ and $h$, with averages $m_a,m_b$ and increments $\Delta_a=a'-a$, $\Delta_b=b'-b$. Put $a'=m_a+\Delta_a/2$ and $a=m_a-\Delta_a/2$, and likewise for $b$. In the difference of overlaps only the cross terms remain:
\begin{align}
\langle a'|S|b'\rangle-\langle a|S|b\rangle
&=\langle m_a|S|\Delta_b\rangle+\langle\Delta_a|S|m_b\rangle\notag\\
&=-ih\langle m_a|\tilde H|m_b\rangle+ih\langle m_a|\tilde H|m_b\rangle=0 .
\label{eq:overlap}
\end{align}
The second sign is reversed because $-ih$ is conjugated in the bra. For $a=b$ this is exact conservation of the $S$-norm; for $a\ne b$ it is conservation of orthogonality. No small $h$ was assumed, and $\tilde H$ had only to be Hermitian. It need not be the right Hamiltonian, so a constant norm says nothing about the accuracy of the trajectory.

An iterative solver leaves a residual $r$ on the right of \eqref{eq:cn}, and hence of \eqref{eq:mid}. Setting $a=b$ in the first line of \eqref{eq:overlap} then gives
\begin{equation}
\langle\tilde\psi'|S|\tilde\psi'\rangle-\langle\tilde\psi|S|\tilde\psi\rangle
=2\,\mathrm{Re}\,\langle m|r\rangle .
\label{eq:res}
\end{equation}
By the Cauchy--Schwarz inequality the change is at most $2\|m\|\,\|r\|$ in ordinary vector norms. Over many steps these changes can add with the same sign, so the solver tolerance has to be set with the number of steps in mind.

\section{Order of accuracy}

Write $A(t)=-iS^{-1}\tilde H(t)$, so that $\dot{\tilde\psi}=A\tilde\psi$. Let $A,A',A''$ without argument denote values at the midpoint $t_m$ of the step, and assume a finite basis and smooth time dependence. Because $S+\tfrac{ih}{2}\tilde H=S(1-\tfrac h2A)$, the step with the midpoint Hamiltonian is
\begin{equation}
U_{\rm CN}=\left(1-\tfrac h2A\right)^{-1}\left(1+\tfrac h2A\right)
=1+hA+\tfrac{h^2}{2}A^2+\tfrac{h^3}{4}A^3+O(h^4).
\label{eq:ucn}
\end{equation}
With $B=hA/2$ this is $(1+B+B^2+B^3+\dots)(1+B)=1+2B+2B^2+2B^3+\dots$.

For the exact propagator let $W(\tau)$ carry a state from $t_m$ to $t_m+\tau$. It obeys $W'=A(t_m+\tau)W$ with $W(0)=1$. Repeated differentiation gives, at $\tau=0$,
\begin{equation}
W'=A,\quad W''=A'+A^2,\quad W'''=A''+2A'A+AA'+A^3 .
\end{equation}
The exact step is $U=W_+W_-^{-1}$ with $W_\pm=W(\pm h/2)$, so $U-1=(W_+-W_-)W_-^{-1}$. The two factors are
\begin{align}
W_+-W_-&=hA+\tfrac{h^3}{24}\left(A''+2A'A+AA'+A^3\right)+O(h^5),\\
W_-^{-1}&=\left[1-\tfrac h2A+\tfrac{h^2}{8}(A'+A^2)+O(h^3)\right]^{-1}\notag\\
&=1+\tfrac h2A+\tfrac{h^2}{8}(A^2-A')+O(h^3).
\end{align}
In the inverse, $A^2$ receives $\tfrac14$ from the square of the linear term and $-\tfrac18$ from the quadratic term. In the third order of the product, $A^3$ has the coefficient $\tfrac18+\tfrac1{24}=\tfrac16$, $A'A$ has $\tfrac1{12}$, and $AA'$ has $\tfrac1{24}-\tfrac18=-\tfrac1{12}$. Hence
\begin{equation}
U=1+hA+\tfrac{h^2}{2}A^2+h^3\left(\tfrac16A^3+\tfrac1{24}A''+\tfrac1{12}[A',A]\right)+O(h^4),
\end{equation}
and subtraction from \eqref{eq:ucn} gives the local error
\begin{equation}
U_{\rm CN}-U=h^3\left(\tfrac1{12}A^3-\tfrac1{24}A''-\tfrac1{12}[A',A]\right)+O(h^4).
\label{eq:local}
\end{equation}
The first term is present for a static Hamiltonian. The other two come from its change during the step.

If $\tilde H$ does not depend on the state, the error vector $e_n$ after $n$ steps obeys $e_{n+1}=U_{\rm CN}e_n+d_n$, where $d_n$ is the new local error. Since $U_{\rm CN}$ preserves the $S$-norm, $\|e_{n+1}\|_S\le\|e_n\|_S+\|d_n\|_S$. With $\|d_n\|_S\le Ch^3$ and $t/h$ steps, the total is at most $Cth^2$: the scheme is second order. The constant contains $A^3$ acting on the state, so useful accuracy requires that components with large $|\varepsilon|h$ carry little weight.

Now freeze $\tilde H$ at the start of the step. Then $A$ in \eqref{eq:ucn} is replaced by $A-\tfrac h2A'+O(h^2)$, and the term $hA$ produces an additional error $-\tfrac{h^2}{2}A'$. The sum over $t/h$ steps is generally of order $h$. An error of order $h^2$ in the midpoint Hamiltonian changes the step only by order $h^3$ and is harmless to the order.

\subsection{Density-dependent Hamiltonian}

In time-dependent mean-field or density-functional calculations $\tilde H$ depends on the orbitals, and its midpoint value is unknown. A predictor step with $\tilde H_n$ gives orbitals at $t+h$ with a local error of order $h^2$. If the potential depends smoothly on the density, the end Hamiltonian $\tilde H^*$ built from them also has an error of order $h^2$. The average $(\tilde H_n+\tilde H^*)/2$ differs from the midpoint value by $h^2\tilde H''/8$, from the Taylor expansion, plus half the predictor error. Both are of order $h^2$, so repeating the step with this average restores second order.

Earlier errors now alter later Hamiltonians. Under the same smoothness assumption two nearby states separate by at most a factor $1+Lh$ per step, with some constant $L>0$. Summing the geometric series from zero initial error gives
\begin{equation}
\|e_n\|_S\le Ch^3\,\frac{(1+Lh)^n-1}{Lh}\le \frac{C h^2}{L}\left(e^{Lt}-1\right),\qquad t=nh .
\end{equation}
The order is still two, but the constant may grow with time.

\section{Phase error}

Let $\tilde H\phi=\varepsilon S\phi$ with static $\tilde H$. Insert $\tilde\psi=\phi$ and $\tilde\psi'=\lambda\phi$ in \eqref{eq:cn}. Both sides are multiples of $S\phi$, and $\lambda$ is the factor in \eqref{eq:one}. With $x=\varepsilon h$, the numerical phase minus the exact phase is, per step,
\begin{equation}
\delta=-2\arctan\frac x2-(-x)=x-2\arctan\frac x2=\frac{x^3}{12}-\frac{x^5}{80}+\dots
\label{eq:phase}
\end{equation}
The series follows from $\arctan a=a-a^3/3+a^5/5-\dots$ at $a=x/2$ and holds for $|x|<2$. The sign of $\delta$ is that of $\varepsilon$. The exact phase $-x$ has the opposite sign, so the numerical state always turns too slowly. It behaves as if its energy were $(2/h)\arctan(\varepsilon h/2)$. For $|x|\to\infty$ the factor tends to $-1$: fast components are neither damped nor amplified, but their phases are wrong.

The errors of successive steps add. After a time $t$ the leading phase error is $(t/h)(\varepsilon h)^3/12=\varepsilon^3h^2t/12$. To keep its magnitude below $\eta$, choose
\begin{equation}
h\le\sqrt{\frac{12\,\eta}{|\varepsilon|^3t}} .
\label{eq:rule}
\end{equation}

\subsection{Choice of the energy zero}

Replacing $\tilde H$ by $\tilde H-cS$ multiplies every exact orbital by the common factor $e^{ict}$, which leaves densities unchanged. The numerical error does change, because $\varepsilon$ in \eqref{eq:phase} becomes $\varepsilon-c$. For two states let $\Delta=\varepsilon_1-\varepsilon_0$ and $u=(\varepsilon_0+\varepsilon_1)/2-c$, so their shifted energies are $u\pm\Delta/2$. From $p^3-q^3=(p-q)(p^2+pq+q^2)$, the leading error of their relative phase is
\begin{equation}
\delta_1-\delta_0=\frac{h^3}{12}\,\Delta\left(3u^2+\frac{\Delta^2}{4}\right).
\label{eq:beat}
\end{equation}
It is smallest at $u=0$, with the zero midway between the two levels. With many occupied and excited levels no single $c$ centres every pair, but a zero far from all of them makes $u$ large for every pair.

\section{Pseudocode and cost}

The general step, for all occupied orbitals and an optional constant shift $c$, is as follows.

\begin{verbatim}
function CN(psi, H, h):
    for each orbital k:
        solve (S + i h/2 H) new[k]
            = (S - i h/2 H) psi[k]
    return new

build S once; require S positive definite
for each step from t to t+h:
    H0   = Hamiltonian(psi, t) - c S
    pred = CN(psi, H0, h)
    H1   = Hamiltonian(pred, t+h) - c S
    psi  = CN(psi, (H0 + H1)/2, h)
    monitor overlaps <psi[j]|S|psi[k]>
\end{verbatim}

If $\tilde H$ depends on time but not on the orbitals, evaluate it at $t+h/2$ and omit the predictor. All orbitals must use the same averaged Hamiltonian, or \eqref{eq:overlap} no longer protects their orthogonality.

In a dense basis of size $n$ each new Hamiltonian costs one factorization, of order $n^3$, and then order $n^2$ per orbital. For static $\tilde H$ one factorization serves the whole run. The predictor--corrector form needs two factorizations per step.

In a large basis an iterative solver needs only products with $S$ and $\tilde H$. Its matrix is not Hermitian, so a solver for Hermitian matrices is unsuitable. In $S$-orthonormal coordinates the matrix becomes $1+\tfrac{ih}{2}K$ with $K=S^{-1/2}\tilde HS^{-1/2}$. The moduli of its eigenvalues lie between $1$ and $\sqrt{1+(h\varepsilon_{\max}/2)^2}$, where $\varepsilon_{\max}$ is the largest $|\varepsilon|$. As $K$ is Hermitian, the condition number is at most this square root. The bound grows with the step and with the cutoff, so long steps and high cutoffs can make the solve harder, although the norm is conserved for any step.

One product with $\tilde H$ can be saved. Substituting $\tilde\psi'=2m-\tilde\psi$ in \eqref{eq:mid} gives $(S+\tfrac{ih}{2}\tilde H)m=S\tilde\psi$. Solve for $m$ and form $\tilde\psi'=2m-\tilde\psi$. A residual in this equation counts twice in \eqref{eq:res}.

\section{Worked example}

One electron moves in one dimension in the potential $-4e^{-x^2}$ hartree, where $x$ is now the position in bohr. The kinetic energy is the three-point finite difference on 99 points spaced by 0.2 bohr, with zero boundary values. Diagonalization gives two bound states, $\varepsilon_0=-2.7807$ and $\varepsilon_1=-0.7996$ hartree, which serve as partial waves $\phi_0$ (even) and $\phi_1$ (odd). These are the energies of this grid; at a spacing of 0.025 bohr they are $-2.7746$ and $-0.7842$ hartree.

Inside $|x|<1.2$ bohr the pseudo partial waves $\tilde\phi_j$ are $b_0+b_1x^2+b_2x^4$ for the even state and $x$ times such a polynomial for the odd one. They match the true states at 1.2, 1.4 and 1.6 bohr and coincide with them outside. The projectors are $p_j=w\tilde\phi_j/\langle\tilde\phi_j|w|\tilde\phi_j\rangle$, with $w=[1-(x/1.2)^2]^2$ inside and zero outside. Then $T=1+\sum_j(|\phi_j\rangle-|\tilde\phi_j\rangle)\langle p_j|$. The eigenvalues of $S$ run from 1.00 to 2.37, so $S$ is positive definite. The example uses the exact $S=T^\dagger T$ and $\tilde H=T^\dagger HT$. Since $S\pm\tfrac{ih}{2}\tilde H=T^\dagger(1\pm\tfrac{ih}{2}H)T$ and $T$ is invertible, the phases and errors below equal those of the plain step on the grid and contain no PAW approximation. The one-centre overlap built from the same partial waves differs from this $S$ by 0.017 in operator norm.

\subsection{Phases}

For $h=0.05$ a.u.\ (1.21 as) the lower state has $\varepsilon_0h=-0.13904$. The cubic term is $(-0.13904)^3/12=-2.240\times10^{-4}$ rad. Comparing one step with the matrix exponential of the all-electron Hamiltonian gives $-2.233\times10^{-4}$ rad, as does the arctangent formula. The highest grid state, at 49.94 hartree, has $\varepsilon h=2.497$ and a phase error of 0.706 rad. The cubic term would give 1.30 rad there; it is not usable at such a large $\varepsilon h$.

For a phase error of 0.01 rad after $t=100$ a.u., \eqref{eq:rule} gives
\begin{equation}
h=\sqrt{\frac{12\times0.01}{2.7807^3\times100}}=0.00747\ \text{a.u.}=0.181\ \text{as}.
\end{equation}
A run of 13\,386 steps has an accumulated error of $-0.0100$ rad.

The relative phase of the two states, again at $h=0.05$ a.u., is wrong by $2.18\times10^{-4}$ rad per step with the original energy zero. The exact relative phase advances by $1.981\times0.05=0.0991$ rad in magnitude, so the beat frequency is too low by 0.22\%. With the zero at $-1.790$ hartree, midway between the levels, the error is $2.02\times10^{-5}$ rad, or 0.020\%. Equation~\eqref{eq:beat} with $u=0$ gives the same value, $1.981^3\times0.05^3/48=2.02\times10^{-5}$.

\subsection{Driven motion}

The initial state is $(\phi_0+\phi_1)/\sqrt2$, with signs chosen so that both states are positive for $x>0$ (the numbers below change with the relative sign, the orders do not). It is driven by the potential $0.5\,x\sin(2t)$ until $t=2$, all in atomic units. The linear run uses the Hamiltonian at $t+h/2$. Two nonlinear runs add the potential $g|\psi|^2$ with $g=1$ hartree\,bohr, one with $\tilde H$ frozen at the start of each step and one with the predictor--corrector. The reference is the all-electron equation integrated by an adaptive eighth-order Runge--Kutta method with relative tolerance $10^{-11}$. The table gives the norm of the difference between $T\tilde\psi$ and the reference at the final time, relative to the unit norm of the state.

\begin{center}
\begin{tabular}{cccc}
$h$ (a.u.) & midpoint & frozen & corrected\\
0.040 & $3.56\times10^{-3}$ & $2.14\times10^{-2}$ & $4.63\times10^{-3}$\\
0.020 & $8.92\times10^{-4}$ & $1.06\times10^{-2}$ & $1.30\times10^{-3}$\\
0.010 & $2.23\times10^{-4}$ & $5.32\times10^{-3}$ & $3.33\times10^{-4}$\\
0.005 & $5.58\times10^{-5}$ & $2.66\times10^{-3}$ & $8.35\times10^{-5}$
\end{tabular}
\end{center}

Between the last two rows the error falls by factors of 4.00, 2.00 and 3.98, which correspond to orders 2, 1 and 2. The corrector doubles the number of solves but pays for itself here: at $h=0.010$ it needs as many solves as the frozen scheme at $h=0.005$, and its error is eight times smaller. The frozen run also freezes the external drive. If the drive is taken at the midpoint and only the density is frozen, the error at $h=0.005$ is $8.5\times10^{-4}$, still of first order, and the gain of the corrector is a factor of about 2.6.

In all these runs the $S$-norm squared stays within $4\times10^{-15}$ of one, including the frozen run whose state is wrong by 2\%. The plain pseudo norm squared varies between 0.63 and 0.75 in the linear run at $h=0.005$. Since the $S$-norm is one, it equals $1-\langle\tilde\psi|(S-1)|\tilde\psi\rangle$. The subtracted term depends only on the pseudo orbital inside $|x|<1.2$ bohr, where $S$ differs from the unit matrix, and nothing keeps it constant.

\section{Failure modes}

\textbf{Drifting norm.} For fixed nuclei and one Hermitian $\tilde H$ used on both sides of \eqref{eq:cn}, \eqref{eq:res} attributes any drift beyond rounding to the linear solve. Using $\tilde H(t+h)$ on the left and $\tilde H(t)$ on the right breaks the proof: in the linear run above the norm squared then deviates by up to $7\times10^{-4}$ at $h=0.040$ with exact solves. If $\tilde H$ is not Hermitian, as with an absorbing potential, \eqref{eq:mid} gives a norm change of $2h\,\mathrm{Im}\langle m|\tilde H|m\rangle$, which is then intended.

\textbf{Constant norm, wrong dynamics.} A frozen Hamiltonian or a step too long for the phases leaves the norm intact. A constant norm does not even exclude instability: in the example without the drive, frozen steps of $h=0.05$ amplify a density perturbation of the self-consistent $g=1$ ground state from about $10^{-5}$ to 0.17 in 3000 steps. Repeat the run with half the step and compare the observables.

\textbf{Indefinite overlap.} An approximate $S$ built from truncated augmentation data may have a negative eigenvalue. The proof of solvability then fails. For $S=\mathrm{diag}(1,-1)$ and $\tilde H$ with off-diagonal elements $b$ and zero diagonal, the determinant of the matrix in \eqref{eq:cn} is $-1+h^2b^2/4$, which vanishes at $h|b|=2$.

\textbf{Moving nuclei.} When $T$ depends on time, $T^\dagger\frac{d}{dt}(T\tilde\psi)=S\dot{\tilde\psi}+T^\dagger\dot T\tilde\psi$. The second term is missing from \eqref{eq:cn}, and $S$ differs between the two ends of the step. The step conserves the norm defined by the $S$ it uses, which is no longer the all-electron norm at the new positions.
